# Optimal buffer size for Chebyshev filtering of a free-electron spectrum: test program

```python
# Optimal buffer for Chebyshev-filtered subspace iteration, free-electron spectrum.
# Hartree atomic units. N wanted orbitals, block size M = N + b, x = M/N,
# eps_n = E_F (n/N)^p, p = 2/d, u = x^p, top of spectrum E = R E_F, filter damps [a,E],
# a = eps_{M+1}. Error falls as 1/cosh(m gamma), tanh^2(gamma/2) = (a-eps_N)/(E-eps_N).
# Work W = M m ~ x/gamma. Claims: stationarity 2 g(t)(u-1) = p u, t^2 = (u-1)/(R-1),
# g = (1-t^2) artanh(t)/t; x* -> (1-1/d)^(-d/2) for large R; in 3D
# x* = (3/2)^(3/2)[1 + 1/(4(R-1))], M* = N x* - 7/4; the minimum is local, needs R > R_c,
# is absent in 1D; a cost x + eta x^2 lowers x* towards (6/5)^(3/2).
import numpy as np
import mpmath as mp
from scipy.optimize import brentq, minimize_scalar, linprog
from scipy.linalg import solve_triangular
from scipy.constants import physical_constants

mp.mp.dps = 30
EV = physical_constants["Hartree energy in eV"][0]
P3 = 2.0 / 3.0

def rate_def(eps, a, top):            # arcosh of the mapped eigenvalue
    return np.arccosh(np.abs((2 * eps - a - top) / (top - a)))
def rate_formula(eps, a, top):
    return 2 * np.arctanh(np.sqrt((a - eps) / (top - eps)))
def g(t):
    return (1 - t * t) * np.arctanh(t) / t
def critical(p):
    r = minimize_scalar(lambda t: -t * t * (2 * g(t) - p), bounds=(0.05, 0.99),
                        method="bounded", options={"xatol": 1e-11})
    return r.x, 1 + p / (-r.fun)
def roots_x(R, p):                    # local minimum and local maximum of x/gamma
    h = lambda u: 2 * g(np.sqrt((u - 1) / (R - 1))) * (u - 1) - p * u
    mid = 1 + critical(p)[0] ** 2 * (R - 1)
    return (brentq(h, 1 + 1e-9, mid, xtol=1e-14) ** (1 / p),
            brentq(h, mid, R - 1e-9 * R, xtol=1e-13) ** (1 / p))
def lnW_mp(x, R, d):
    u = x ** (mp.mpf(2) / d)
    return mp.log(x / mp.acosh((u + R - 2) / (R - u)))
def argmin_def(R, d):
    return brentq(lambda x: float(mp.diff(lambda s: lnW_mp(s, mp.mpf(R), d), mp.mpf(x))),
                  1.3, 3.0, xtol=1e-13)
def work_grid(R, p):
    xs = np.linspace(1.001, 0.999 * R ** (1 / p), 20001)
    return xs, xs / rate_def(1.0, xs ** p, R)
def smooth_argmin(N, R):
    Ms = np.arange(N + 1, 4 * N)
    return Ms[np.argmin(Ms / rate_def(1.0, ((Ms + 1) / N) ** P3, R))]
def box_spectrum(volume, emax):       # orthorhombic box, twisted boundary conditions
    ratio = np.array([1.0, 1.13, 1.29]); twist = [0.11, 0.23, 0.37]
    sides = ratio * (volume / ratio.prod()) ** (1 / 3)
    k2 = []
    for L, tw in zip(sides, twist):
        n = int(np.sqrt(2 * emax) * L / (2 * np.pi)) + 2
        k2.append((2 * np.pi * (np.arange(-n, n + 1) + tw) / L) ** 2)
    e = 0.5 * (k2[0][:, None, None] + k2[1][None, :, None] + k2[2][None, None, :]).ravel()
    return np.sort(e[e <= emax])

# minimax property: smallest max|q| on [-1,1] with q(y0) = 1, by linear programming
deg, y0 = 6, -1.1
B = np.polynomial.legendre.legvander(np.linspace(-1, 1, 4001), deg)
one = np.ones((B.shape[0], 1))
lp = linprog(np.r_[np.zeros(deg + 1), 1.0], A_ub=np.block([[B, -one], [-B, -one]]),
             b_ub=np.zeros(2 * B.shape[0]),
             A_eq=[np.r_[np.polynomial.legendre.legvander(np.array([y0]), deg)[0], 0.0]],
             b_eq=[1.0], bounds=[(None, None)] * (deg + 2))
assert abs(lp.fun * np.cosh(deg * np.arccosh(-y0)) - 1) < 1e-4

# stationary point against numerical differentiation of the definition
for d, Rs in ((3, (8.0, 50.0, 500.0, 1e6)), (2, (50.0, 1e6))):
    for R in Rs:
        assert abs(roots_x(R, 2 / d)[0] / argmin_def(R, d) - 1) < 1e-9
    assert abs(argmin_def(1e6, d) / (1 - 1 / d) ** (-d / 2) - 1) < 3e-6
x_inf = 1.5 ** 1.5
for R in (50.0, 500.0):
    rest = (argmin_def(R, 3) / x_inf - 1 - 0.25 / (R - 1)) * (R - 1) ** 2
    assert 0.2 < rest < 0.4
curv = float(mp.diff(lambda s: lnW_mp(mp.exp(s), mp.mpf(10) ** 8, 3), mp.log(x_inf), 2))
assert abs(curv - 4 / 3) < 1e-5

# existence of the minimum
t_c, R_c = critical(P3)
assert np.all(np.diff(work_grid(R_c - 0.05, P3)[1]) < 0)
assert np.any(np.diff(work_grid(R_c + 0.05, P3)[1]) > 0)
for R in (10.0, 1000.0):
    assert np.all(np.diff(work_grid(R, 2.0)[1]) < 0)

# integer shift from the edge at M+1
for n in (500, 1000, 2000):
    assert abs(smooth_argmin(n, 1e5) - (n * x_inf - 1.75)) < 0.55

# dense cost
x_eta = {}
for eta in (0.1, 1.0, 1e6):
    xs_ = brentq(lambda x: (1 + 2 * eta * x) / (1 + eta * x)
                 - P3 * x ** P3 / (2 * (x ** P3 - 1)), 1.05, 3.0)
    xn = minimize_scalar(lambda x: np.log((x + eta * x * x) / rate_def(1.0, x ** P3, 1e6)),
                         bounds=(1.05, 3), method="bounded", options={"xatol": 1e-9}).x
    assert abs(xs_ - xn) < 1e-4
    x_eta[eta] = xs_
assert abs(x_eta[1e6] - 1.2 ** 1.5) < 1e-5

# worked example
rs, N, Ecut, A, tau = 4.0, 60, 1.5, 1e10, 1e-8
vol = 2 * N * 4 * np.pi / 3 * rs ** 3
EF = 0.5 * (6 * np.pi ** 2 * N / vol) ** P3
R = Ecut / EF
x_min, x_max = roots_x(R, P3)
xs, ws = work_grid(R, P3)
assert abs(xs[xs > x_min][np.argmax(ws[xs > x_min])] - x_max) < 0.01
M_star = int(round(N * x_min - 1.75))
assert abs(M_star - smooth_argmin(N, R)) <= 1

# large enumerated spectrum at the same density and R; level noise blurs a flat minimum
Nb = 300000
eb = box_spectrum(vol * Nb / N, EF * 3.1 ** P3)
assert abs(eb[Nb - 1] / EF - 1) < 1e-3
Mb = np.arange(int(1.05 * Nb), 3 * Nb)
Wb = Mb / rate_def(eb[Nb - 1], eb[Mb], Ecut)
x_big = Mb[np.argmin(Wb)] / Nb
assert abs(x_big / x_min - 1) < 0.04
assert Wb[int(x_min * Nb) - Mb[0]] / Wb.min() < 1.002

# real filter runs in the plane-wave basis, unrestarted recurrence with QR every 5 degrees
eps = box_spectrum(vol, Ecut)
V0 = np.random.default_rng(7).standard_normal((eps.size, 4 * N))
def run(M):
    a = eps[M]; V = V0[:, :M]
    y = ((2 * eps - a - Ecut) / (Ecut - a))[:, None]
    gam = rate_formula(eps[:N], a, Ecut)
    C = np.linalg.norm(V[M:] @ np.linalg.inv(V[:M])[:, :N], axis=0)
    unit = np.zeros(M); unit[N - 1] = 1.0
    prev, cur, k, last = V, y * V, 1, (0, 1.0)
    while k < 600:
        prev, cur = cur, 2 * y * cur - prev
        k += 1
        if k % 5:
            continue
        cur, S = np.linalg.qr(cur)
        prev = solve_triangular(S, prev.T, trans="T").T
        res = -cur @ cur[:N].T
        res[np.arange(N), np.arange(N)] += 1
        err = np.linalg.norm(res, axis=0)
        assert np.all(err <= C / np.cosh(k * gam) + 1e-11)       # bound, rounding floor
        tail = np.linalg.norm(cur[M:] @ np.linalg.solve(cur[:M], unit))
        if tail > 1e-7:                                          # rate is sharp (rms of cos)
            assert 0.6 < tail * np.cosh(k * gam[-1]) / C[-1] < 0.8
        if err.max() < tau:
            frac = np.log(last[1] / tau) / np.log(last[1] / err.max())
            return last[0] + frac * (k - last[0]), gam[-1], a
        last = (k, err.max())
    raise AssertionError("no convergence")
scan = sorted({64, 72, 84, 96, M_star, 126, 150, 190, 240})
out = {M: run(M) for M in scan}
Wm = {M: M * out[M][0] for M in scan}
Lm = np.array([out[M][0] * out[M][1] for M in scan])
assert np.all(np.abs(Lm / Lm.mean() - 1) < 0.12)
Wlow = min(Wm.values())
assert Wm[M_star] < 1.12 * Wlow and Wm[64] > 1.15 * Wlow and Wm[240] > 1.07 * Wlow

def smooth(M):
    a = EF * ((M + 1) / N) ** P3
    gm = rate_formula(EF, a, Ecut)
    return a, gm, np.arccosh(A) / gm
wc = lambda x: x / rate_formula(1.0, x ** P3, R)
lo = brentq(lambda x: wc(x) / wc(x_min) - 1.05, 1.01, x_min)
hi = brentq(lambda x: wc(x) / wc(x_min) - 1.05, x_min, 5.0)
t_s = np.sqrt((x_min ** P3 - 1) / (R - 1))

print(f"LP minimax, degree {deg}, y0 = {y0}: {lp.fun:.6f}; 1/|T| = {1/np.cosh(deg*np.arccosh(-y0)):.6f}")
print(f"wide band: x*(3D) = {x_inf:.5f}, x*(2D, R=1e6, numerical) = {argmin_def(1e6, 2):.5f}")
print(f"wide band 3D: min x/sqrt(u-1) = {x_inf/np.sqrt(x_inf**P3-1):.4f}, curvature = {curv:.5f}")
print(f"critical 3D: t_c = {t_c:.4f}, g(t_c) = {g(t_c):.4f}, R_c = {R_c:.4f}")
print(f"dense cost: x*(eta=0.1) = {x_eta[0.1]:.4f}, x*(1) = {x_eta[1.0]:.4f}, x*(1e6) = {x_eta[1e6]:.4f}")
print(f"inputs: r_s = {rs} bohr, N = {N}, E = {Ecut} Ha, A = {A:.0e}, tau = {tau:.0e}")
print("box: side ratios 1:1.13:1.29, twist (0.11, 0.23, 0.37) in units 2 pi/L")
print(f"volume = {vol:.1f} bohr^3, plane waves = {eps.size}, N R^(3/2) = {N*R**1.5:.0f}")
print(f"E_F = {EF:.5f} Ha = {EF*EV:.3f} eV, R = {R:.4f}")
print(f"x* exact = {x_min:.5f}, first order = {x_inf*(1+0.25/(R-1)):.5f}")
print(f"u* = {x_min**P3:.5f}, t* = {t_s:.5f}, g(t*) = {g(t_s):.5f}")
print(f"local maximum x = {x_max:.3f}, R^(3/2) = {R**1.5:.3f}, W ratio to minimum = {wc(x_max)/wc(x_min):.3f}")
print(f"N x* - 7/4 = {N*x_min-1.75:.2f}, M* = {M_star}, b* = {M_star-N}, brute force M = {smooth_argmin(N, R)}")
print(f"arcosh(A) = {np.arccosh(A):.4f}")
for M in (N + N // 10, M_star, 4 * N):
    a, gm, m = smooth(M)
    print(f"smooth M = {M}: a = {a:.5f} Ha, gamma = {gm:.5f}, m = {m:.1f}, W = {M*m:.0f} matvec,"
          f" ratio = {M*m/(M_star*smooth(M_star)[2]):.3f}")
print(f"edge at optimum = {smooth(M_star)[0]*EV:.3f} eV")
print(f"work within 5 percent of minimum for x in [{lo:.3f}, {hi:.3f}]")
print(f"enumerated N = {Nb}: eps_N/E_F = {eb[Nb-1]/EF:.5f}, argmin x = {x_big:.4f}")
print(f"box eps_N = {eps[N-1]:.5f} Ha")
for M, L in zip(scan, Lm):
    print(f"run M = {M}: a = {out[M][2]:.5f} Ha, gamma = {out[M][1]:.4f}, m = {out[M][0]:.1f},"
          f" m*gamma = {L:.2f}, W = {Wm[M]:.0f} matvec")
print(f"mean m*gamma = {Lm.mean():.2f}, best scanned M = {min(Wm, key=Wm.get)},"
      f" W(M*)/W(best) = {Wm[M_star]/Wlow:.3f}")
print("success")
```

Output:

```
LP minimax, degree 6, y0 = -1.1: 0.139021; 1/|T| = 0.139021
wide band: x*(3D) = 1.83712, x*(2D, R=1e6, numerical) = 2.00000
wide band 3D: min x/sqrt(u-1) = 2.5981, curvature = 1.33333
critical 3D: t_c = 0.6529, g(t_c) = 0.6857, R_c = 3.2191
dense cost: x*(eta=0.1) = 1.6768, x*(1) = 1.4241, x*(1e6) = 1.3145
inputs: r_s = 4.0 bohr, N = 60, E = 1.5 Ha, A = 1e+10, tau = 1e-08
box: side ratios 1:1.13:1.29, twist (0.11, 0.23, 0.37) in units 2 pi/L
volume = 32169.9 bohr^3, plane waves = 2820, N R^(3/2) = 2823
E_F = 0.11510 Ha = 3.132 eV, R = 13.0323
x* exact = 1.87940, first order = 1.87529
u* = 1.52293, t* = 0.20847, g(t*) = 0.97077
local maximum x = 32.270, R^(3/2) = 47.047, W ratio to minimum = 2.714
N x* - 7/4 = 111.01, M* = 111, b* = 51, brute force M = 111
arcosh(A) = 23.7190
smooth M = 66: a = 0.12389 Ha, gamma = 0.15964, m = 148.6, W = 9806 matvec, ratio = 1.565
smooth M = 111: a = 0.17449 Ha, gamma = 0.42027, m = 56.4, W = 6265 matvec, ratio = 1.000
smooth M = 240: a = 0.29084 Ha, gamma = 0.74511, m = 31.8, W = 7640 matvec, ratio = 1.220
edge at optimum = 4.748 eV
work within 5 percent of minimum for x in [1.476, 2.613]
enumerated N = 300000: eps_N/E_F = 0.99999, argmin x = 1.8791
box eps_N = 0.11663 Ha
run M = 64: a = 0.12141 Ha, gamma = 0.1176, m = 205.7, m*gamma = 24.20, W = 13167 matvec
run M = 72: a = 0.12933 Ha, gamma = 0.1922, m = 117.8, m*gamma = 22.64, W = 8480 matvec
run M = 84: a = 0.14132 Ha, gamma = 0.2688, m = 91.2, m*gamma = 24.51, W = 7658 matvec
run M = 96: a = 0.15388 Ha, gamma = 0.3312, m = 69.3, m*gamma = 22.96, W = 6656 matvec
run M = 111: a = 0.17534 Ha, gamma = 0.4180, m = 54.8, m*gamma = 22.91, W = 6083 matvec
run M = 126: a = 0.19123 Ha, gamma = 0.4731, m = 47.8, m*gamma = 22.59, W = 6018 matvec
run M = 150: a = 0.21330 Ha, gamma = 0.5416, m = 41.5, m*gamma = 22.50, W = 6232 matvec
run M = 190: a = 0.24826 Ha, gamma = 0.6377, m = 34.7, m*gamma = 22.13, W = 6595 matvec
run M = 240: a = 0.29075 Ha, gamma = 0.7418, m = 30.3, m*gamma = 22.44, W = 7261 matvec
mean m*gamma = 22.99, best scanned M = 126, W(M*)/W(best) = 1.011
success
```
